\section*{Thermally Assisted Source-Drain Tunnelling through a Parabolic Barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the barrier to the enhancement factor}

\subsection{Definitions and conventions}

The coordinate $x$ runs from source to drain. Near its top, the potential energy of a carrier of effective mass $m$ is
\begin{equation}
V(x)=V_0-\tfrac12 m\omega^2x^2 ,
\label{barrier}
\end{equation}
where $\omega>0$ measures the curvature, $V''(0)=-m\omega^2$. Energies are counted from the source band edge, so $V_0$ is the barrier height seen from the source and $\mu$ is the source Fermi level relative to that edge. The elementary charge is $e>0$, and $I$ denotes the magnitude of the current. The algebra is in Gaussian units. The electrostatic potential enters only through $V(x)$, and numerical energies are given in eV or meV.

Transport is ballistic: a carrier meets the barrier without inelastic scattering. The source fills the states moving towards the barrier according to the Boltzmann tail
\begin{equation}
f(E)=e^{-(E-\mu)/kT}.
\label{boltz}
\end{equation}
The drain fills the opposite states with the same exponential times $e^{-eV_D/kT}$, where $V_D$ is the drain voltage. This is neglected, which requires $eV_D\gg kT$.

Three dimensionless quantities will be used:
\begin{equation}
\varepsilon=\frac{E-V_0}{\hbar\omega},\qquad
v=2\pi\varepsilon,\qquad
X=\frac{\hbar\omega}{2kT}.
\label{dimless}
\end{equation}
The crossover temperature $T_c$ and the ratio $r$ are defined by
\begin{equation}
kT_c=\frac{\hbar\omega}{2\pi},\qquad r=\frac{T_c}{T}=\frac{X}{\pi}.
\label{tc}
\end{equation}
The enhancement factor $F$ is the current divided by the current $I_{\rm cl}$ of classical carriers, which pass if $E>V_0$ and are turned back otherwise.

\subsection{The wave equation and its flux}

The length natural to the barrier is $\sqrt{\hbar/m\omega}$. With $x=\xi\sqrt{\hbar/m\omega}$, the kinetic term becomes $-(\hbar\omega/2)\,d^2/d\xi^2$ and the quadratic potential becomes $-(\hbar\omega/2)\xi^2$. The Schr\"odinger equation is then
\begin{equation}
-\frac{\hbar\omega}{2}\psi''+\Bigl(V_0-\frac{\hbar\omega}{2}\xi^2\Bigr)\psi=E\psi .
\end{equation}
Multiplication by $-2/\hbar\omega$ and collection of terms gives
\begin{equation}
\psi''+(\xi^2+2\varepsilon)\psi=0 .
\label{weber}
\end{equation}

Far from the top the solutions behave as $|\xi|^{-1/2\pm i\varepsilon}e^{\pm i\xi^2/2}$. The phase $\xi^2/2$ has derivative $\xi$, which is the local wave number. It is positive on the right and negative on the left, so $e^{+i\xi^2/2}$ travels away from the barrier on both sides. In the same way, $e^{-i\xi^2/2}$ travels towards it on both sides. A wave $A|\xi|^{-1/2\pm i\varepsilon}e^{\pm i\xi^2/2}$ has density $|A|^2/|\xi|$ and speed $|\xi|$ in these units, hence flux $|A|^2$. Transmission is therefore a ratio of squared coefficients.

\subsection{An exact solution}

Write $\psi=e^{-i\xi^2/2}g$. Differentiating twice,
\begin{align}
\psi'&=e^{-i\xi^2/2}(g'-i\xi g),\\
\psi''&=e^{-i\xi^2/2}(g''-2i\xi g'-ig-\xi^2g).
\end{align}
In (\ref{weber}) the terms in $\xi^2g$ cancel, leaving
\begin{equation}
g''-2i\xi g'+(2\varepsilon-i)g=0 .
\label{geq}
\end{equation}
The coefficients are at most linear in $\xi$, so a Fourier-type integral reduces this to a first-order equation. Let
\begin{equation}
g(\xi)=\int_C w(k)e^{ik\xi}\,dk .
\end{equation}
Then $g''$ brings a factor $-k^2$. In the second term, $-2i\xi(ik)e^{ik\xi}=2k\,\xi e^{ik\xi}=-2ik\,\partial_ke^{ik\xi}$. Integration by parts turns this into $+2i(kw)'e^{ik\xi}$, provided that $kw\,e^{ik\xi}$ vanishes at both ends of $C$. Equation (\ref{geq}) holds if
\begin{equation}
2i(kw)'+(2\varepsilon-i-k^2)w=0 .
\end{equation}
Since $(kw)'=w+kw'$, this is $2ikw'=(k^2-2\varepsilon-i)w$. Division by $2ikw$ gives
\begin{equation}
\frac{w'}{w}=-\frac{ik}{2}+\frac{i\varepsilon}{k}-\frac1{2k},
\qquad
w=k^{i\varepsilon-1/2}e^{-ik^2/4}.
\label{w}
\end{equation}
Take $C$ to be the ray $k=e^{-i\pi/4}t$, $0<t<\infty$. On it $-ik^2/4=-t^2/4$, so the integral converges and the far end contributes no boundary term. At the near end $|kw|$ is proportional to $t^{1/2}$ and also vanishes. With $s=\tfrac12+i\varepsilon$, an exact solution is
\begin{equation}
\psi(\xi)=e^{-i\xi^2/2}\int_C k^{s-1}e^{-ik^2/4+ik\xi}\,dk .
\label{exact}
\end{equation}

\subsection{Waves on the two sides}

On the left put $\xi=-Y$ with $Y\to\infty$. Along $C$ the factor $e^{-ikY}$ decays, because the real part of $-ie^{-i\pi/4}$ is $-1/\sqrt2$. The integral is then controlled by $k$ of order $1/Y$, where $e^{-ik^2/4}$ may be replaced by 1 with a relative error of order $Y^{-2}$. The gamma-function integral $\int k^{s-1}e^{-zk}dk=\Gamma(s)z^{-s}$, taken along a ray on which $zk$ has positive real part, applies with $z=iY=e^{i\pi/2}Y$. Since
\begin{equation}
(iY)^{-s}=Y^{-s}e^{-i\pi s/2}=Y^{-s}e^{-i\pi/4}e^{\pi\varepsilon/2},
\end{equation}
the wave on the left is
\begin{equation}
\psi(-Y)\simeq\Gamma(s)e^{-i\pi/4}e^{\pi\varepsilon/2}\,Y^{-1/2-i\varepsilon}e^{-iY^2/2}.
\label{left}
\end{equation}
It consists of an incoming wave alone.

On the right put $\xi=+Y$. The exponent can be written as
\begin{equation}
-\frac{ik^2}{4}+ikY=iY^2-\frac i4(k-2Y)^2 ,
\label{square}
\end{equation}
with a stationary point at $k=2Y$. The ray $C$ is deformed into two straight pieces. The first runs up the imaginary axis from $0$ to $2iY$. The second is the line $k=2Y+e^{-i\pi/4}\tau$, which starts at $2iY$ for $\tau=-2\sqrt2\,Y$ and continues to $\tau=\infty$. No singularity is crossed if the cut of $k^{s-1}$ lies on the negative real axis, and the two parallel far ends may be joined where the integrand is negligible.

On the first piece $k=iy$, so $e^{ikY}=e^{-yY}$ while $|e^{-ik^2/4}|=1$. Small $k$ dominates again, now with $z=-iY=e^{-i\pi/2}Y$, and the contribution is
\begin{equation}
\Gamma(s)(-iY)^{-s}=\Gamma(s)Y^{-s}e^{i\pi/4}e^{-\pi\varepsilon/2}.
\end{equation}
On the second piece the integrand is $e^{iY^2}e^{-\tau^2/4}k^{s-1}$. The Gaussian confines $\tau$ to order one, so $k^{s-1}\simeq(2Y)^{s-1}$. With $\int e^{-\tau^2/4}d\tau=2\sqrt\pi$ and $dk=e^{-i\pi/4}d\tau$, the two pieces together give
\begin{equation}
\begin{split}
\psi(Y)\simeq{}&2\sqrt\pi\,e^{-i\pi/4}(2Y)^{-1/2+i\varepsilon}e^{iY^2/2}\\
&+\Gamma(s)e^{i\pi/4}e^{-\pi\varepsilon/2}Y^{-1/2-i\varepsilon}e^{-iY^2/2}.
\end{split}
\label{right}
\end{equation}
The first term is outgoing and the second incoming.

\subsection{The transmission probability}

The reflection formula $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$ at $s=\frac12+i\varepsilon$, where $1-s=s^*$, gives
\begin{equation}
|\Gamma(\tfrac12+i\varepsilon)|^2=\frac{\pi}{\cosh\pi\varepsilon}.
\end{equation}
The fluxes in (\ref{left}) and (\ref{right}) are therefore
\begin{equation}
\frac{\pi e^{\pi\varepsilon}}{\cosh\pi\varepsilon}\ \hbox{(in, left)},\quad
\frac{\pi e^{-\pi\varepsilon}}{\cosh\pi\varepsilon}\ \hbox{(in, right)},\quad
2\pi\ \hbox{(out, right)}.
\end{equation}
The incoming fluxes add up to the outgoing one, as conservation demands.

Equation (\ref{weber}) is real, so $\psi^*$ is also a solution, with incoming and outgoing waves exchanged. It describes a wave of flux $2\pi$ arriving from the right, partly reflected to the right and partly transmitted to the left. The barrier is even in $x$, so arrival from the source side has the same transmission:
\begin{equation}
\mathcal T(E)=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}
=\frac{1}{1+e^{-2\pi\varepsilon}}
=\frac{1}{1+e^{2\pi(V_0-E)/\hbar\omega}} .
\label{T}
\end{equation}
At the top half of the flux passes. Above the top some is still reflected, with probability $1-\mathcal T=1/(1+e^{2\pi\varepsilon})$.

Far below the top, $\mathcal T\simeq e^{-2\pi(V_0-E)/\hbar\omega}$. This agrees with the semiclassical exponent. With turning points $\pm x_1$, where $x_1^2=2(V_0-E)/m\omega^2$,
\begin{equation}
\frac2\hbar\int_{-x_1}^{x_1}m\omega\sqrt{x_1^2-x^2}\,dx
=\frac{\pi m\omega x_1^2}{\hbar}=\frac{2\pi(V_0-E)}{\hbar\omega}.
\label{wkb}
\end{equation}
The exponent is linear in energy, like that of the Boltzmann tail. The competition between these two exponentials fixes the crossover temperature.

\subsection{The ballistic current}

In one subband with two spin states, the number of right-moving states per unit length in $dq$ is $2\,dq/2\pi$, where $q$ is the wave number in the source. Each carries charge $e$ at velocity $\hbar^{-1}dE/dq$. The velocity cancels the density of states, and with $h=2\pi\hbar$,
\begin{equation}
I=2e\int\frac{dq}{2\pi}\,\frac1\hbar\frac{dE}{dq}\,\mathcal Tf
=\frac{2e}{h}\int\mathcal T(E)f(E)\,dE .
\label{current}
\end{equation}
For classical carriers $\mathcal T$ is a unit step at $V_0$, so
\begin{equation}
I_{\rm cl}=\frac{2e}{h}\int_{V_0}^\infty e^{-(E-\mu)/kT}dE
=\frac{2e}{h}\,kT\,e^{-(V_0-\mu)/kT}.
\label{icl}
\end{equation}
In a wide channel the total energy also contains a transverse part $E_t$. If motion along and across the channel separates and $E_t$ is conserved, the Boltzmann factor splits into $e^{-E/kT}e^{-E_t/kT}$. The sum over transverse states multiplies $I$ and $I_{\rm cl}$ equally and leaves $F$ unchanged. This step fails for Fermi occupation, which does not factorize.

Dividing (\ref{current}) by (\ref{icl}) and using $E-V_0=kT_c\,v$, so that $(E-V_0)/kT=rv$ and $dE/kT=r\,dv$, we find
\begin{equation}
F=r\int\frac{e^{-rv}}{1+e^{-v}}\,dv .
\label{Fint}
\end{equation}

\subsection{The thermal integral}

The lower limit of (\ref{Fint}) is the source band edge. If the important energies lie well above it, the limit may be moved to $-\infty$. At large positive $v$ the integrand falls as $e^{-rv}$, and at large negative $v$ it behaves as $e^{(1-r)v}$. The extended integral therefore converges for $0<r<1$, that is, for $T>T_c$.

Call the extended integral $J$ and integrate the same function around the rectangle with corners $-M$, $M$, $M+2\pi i$, $-M+2\pi i$. The denominator has period $2\pi i$, and the numerator acquires the factor $e^{-2\pi ir}$ on the upper side. The right end is bounded by a multiple of $e^{-rM}$ and the left end by a multiple of $e^{-(1-r)M}$, so both vanish as $M\to\infty$. Inside lies one pole, at $v=i\pi$. There the derivative of the denominator is $-e^{-i\pi}=1$, and the residue is $e^{-i\pi r}$. Hence
\begin{equation}
J\,(1-e^{-2\pi ir})=2\pi i\,e^{-i\pi r}.
\end{equation}
Because $1-e^{-2\pi ir}=2i\,e^{-i\pi r}\sin\pi r$, it follows that $J=\pi/\sin\pi r$, and
\begin{equation}
F=\frac{\pi r}{\sin\pi r}=\frac{X}{\sin X},\qquad 0<X<\pi .
\label{main}
\end{equation}
The height $V_0$ and the Fermi level have dropped out: within the extended parabola, $\omega$ and the temperature alone determine the enhancement. Since $\omega^2=-V''(0)/m$, the mass enters as well as the curvature, and a lighter carrier has the larger factor at the same barrier.

At high temperature, $\sin X=X-X^3/6+\dots$ gives
\begin{equation}
F\simeq1+\frac{X^2}{6}=1+\frac{(\hbar\omega)^2}{24(kT)^2}.
\label{wigner}
\end{equation}
The classical current is recovered as $\hbar\omega/kT\to0$. At the other end of the range, $X\to\pi$, the factor diverges. The energies that cause this divergence determine what replaces it.

\section{The crossover and its cutoff}

\subsection{Results carried over}

The barrier has height $V_0$ above the source edge and curvature $m\omega^2$, and $kT_c=\hbar\omega/2\pi$. The variables are $v=(E-V_0)/kT_c$, $r=T_c/T$ and $X=\pi r=\hbar\omega/2kT$. The transmission is $\mathcal T=1/(1+e^{-v})$. The enhancement $F$ over the classical current $I_{\rm cl}\propto kT\,e^{-(V_0-\mu)/kT}$ is the integral (\ref{Fint}), which becomes $X/\sin X$ when the band edge is ignored and $T>T_c$.

\subsection{The energies that carry the current}

The logarithm of the integrand in (\ref{Fint}) is $-rv-\ln(1+e^{-v})$, apart from a constant. Its derivative, $-r+1/(1+e^v)$, decreases steadily with $v$ and vanishes at the single maximum
\begin{equation}
v_*=\ln\Bigl(\frac1r-1\Bigr)=\ln\Bigl(\frac{T}{T_c}-1\Bigr).
\label{peak}
\end{equation}
The mean of $v$ follows from $J=\pi/\sin\pi r$, because differentiation with respect to $r$ brings down a factor $-v$:
\begin{equation}
\langle v\rangle=-\frac{d\ln J}{dr}=\pi\cot\pi r=\pi\cot X .
\label{mean}
\end{equation}
In energy units $\langle E\rangle-V_0=(\hbar\omega/2)\cot X$.

Both quantities vanish at $T=2T_c$. There the integrand is $1/[2\cosh(v/2)]$, which is even, so half the current flows below the top. Tunnelling is thus a major part of the current well before the crossover is reached. As $T\to T_c$ from above, both $v_*$ and $\langle v\rangle$ go to $-\infty$. The growth of the Boltzmann population with depth then just compensates the decay of $\mathcal T$, and every energy interval far below the top contributes equally. The divergence of (\ref{main}) is the length of this infinite interval. In a transistor the interval ends at the source band edge.

For a Boltzmann source and a parabola extended without limit, tunnelling multiplies the classical current by $X/\sin X$ when $T>T_c$, and this factor diverges at $T_c$ because every energy interval far below the top then contributes equally. It remains to restore the source band edge, which makes the factor finite, and to examine a degenerate source, the subthreshold swing, a worked example and other barrier shapes.
